# Optical strength of pseudo-direct transitions in a model superlattice, part 2

A superlattice potential $V$ of even period $N$ sites folds a host's conduction minimum at X ($k=\pi/a$) onto its valence maximum at Γ ($k=0$). How strong is the lowest, "pseudo-direct" transition? Electrons are independent and spinless; phonons and excitons are omitted. Energies are in eV, lengths in nm, $M$ in eV nm.

The host $H_0$ is a chain, $x_n=na$, with even orbitals $s$ and odd orbitals $p$, on-site energies $\epsilon_s,\epsilon_p$ and hoppings
$$\langle s_n|H_0|s_{n\pm1}\rangle=t_1,\quad \langle s_n|H_0|s_{n\pm2}\rangle=-t_2,\quad \langle p_n|H_0|p_{n\pm1}\rangle=t_p,$$
$$\langle s_n|H_0|p_{n\pm1}\rangle=\pm t_{sp},\qquad \langle p_n|H_0|s_{n\pm1}\rangle=\mp t_{sp}.$$
$V$ has on-site values $V^s_n,V^p_n$; $H=H_0+V$; $d$ is a hopping's site difference; $K$ is the supercell wave vector. For valence state $v$ and conduction state $c$, with $\hat D=i[H,x]$ and $E_{cv}=E_c-E_v$, $M\equiv\langle c|\hat D|v\rangle$ and the oscillator strength is
$$f=\frac{|M|^2}{(\hbar^2/2m_e)\,E_{cv}} .$$

At Γ and X, host conduction states are pure $s$ and valence states pure $p$, with
$$D_{sp}(\Gamma)=+iP,\qquad D_{sp}(X)=-iP,\qquad P=2t_{sp}a ,$$
$$\Delta_c=E_{c\Gamma}-E_{cX}=4t_1,\qquad \Delta_v=E_{v\Gamma}-E_{vX}=4t_p .$$

One-site translation symmetry makes $M=0$ for folding alone. At $K=0$, a state with supercell-normalised amplitudes $\psi_{\alpha n}$ has components
$$c_{\alpha j}=\frac1{\sqrt N}\sum_{n=0}^{N-1}e^{-ik_jna}\psi_{\alpha n}$$
at host wave vectors $k_j=2\pi j/Na$. With spinors $c_j,v_j$ for the two states and weights $W_c(k_j)=c_j^\dagger c_j$ (likewise $W_v$), exactly
$$M=\sum_j c_j^\dagger\,D(k_j)\,v_j .$$

A perturbed state $|0\rangle+|1\rangle$ has $\langle\mu|1\rangle=\langle\mu|V|0\rangle/(E_0-E_\mu)$. With host bands $b$, this gives
$$M^{(1)}=\sum_b\frac{\langle cX|V|b\Gamma\rangle\langle b\Gamma|\hat D|v\Gamma\rangle}{E_{cX}-E_{b\Gamma}}+\sum_b\frac{\langle cX|\hat D|bX\rangle\langle bX|V|v\Gamma\rangle}{E_{v\Gamma}-E_{bX}} .$$
In the model,
$$V_Q^\alpha=\frac1N\sum_{n=0}^{N-1}(-1)^nV_n^\alpha ,$$
$$M^{(1)}=-iP\left(\frac{V_Q^s}{\Delta_c}+\frac{V_Q^p}{\Delta_v}\right),$$
$$\frac{|M|^2}{P^2}\simeq\left(\frac{V_Q^s}{\Delta_c}+\frac{V_Q^p}{\Delta_v}\right)^2 .$$

Parameters: $a=0.3$ nm, $\epsilon_s=3.2$, $t_1=0.1$, $t_2=0.5$, $\epsilon_p=-2.0$, $t_p=1.0$, $t_{sp}=1.5$ eV. Hence $E_{c\Gamma}=2.4$, $E_{cX}=2.0$, $E_{v\Gamma}=0$, $E_{vX}=-4.0$, $\Delta_c=0.4$, $\Delta_v=4.0$ eV, $P=0.9$ eV nm. With $\hbar^2/2m_e=0.038100$ eV nm², $P^2/(\hbar^2/2m_e)=21.26$ eV; the host's direct line has $f_{\rm host}=8.86$. Numerical tests also use random potentials up to 0.3 eV, $N=4,6,8$.

### The doubled cell, solved exactly

For $N=2$ and $V^\alpha_n=(-1)^n\delta_\alpha$, the states at $K=0$ are $s\Gamma,sX,p\Gamma,pX$, and $V_Q^\alpha=\delta_\alpha$. Since $H_0$ is diagonal in this basis and $V$ keeps the orbital, the $4\times4$ problem splits into two blocks in the basis (Γ, X):
$$H^s=\begin{pmatrix}E_{c\Gamma}&\delta_s\\ \delta_s&E_{cX}\end{pmatrix},\qquad H^p=\begin{pmatrix}E_{v\Gamma}&\delta_p\\ \delta_p&E_{vX}\end{pmatrix}.$$
Write the lower state of $H^s$ as $|c\rangle=-\sin\theta|s\Gamma\rangle+\cos\theta|sX\rangle$. The first row, $-E_{c\Gamma}\sin\theta+\delta_s\cos\theta=-E_c\sin\theta$, gives $E_c=E_{c\Gamma}-\delta_s\cot\theta$. The second row, $-\delta_s\sin\theta+E_{cX}\cos\theta=E_c\cos\theta$, gives $E_c=E_{cX}-\delta_s\tan\theta$. Equating them yields $\Delta_c=\delta_s(\cot\theta-\tan\theta)=2\delta_s\cot2\theta$, so
$$\tan2\theta=\frac{2\delta_s}{\Delta_c},$$
on the branch $|\theta|\le\pi/4$ for $\Delta_c\ge0$, which reduces to pure $sX$ as $\delta_s\to0$. With $R=\sqrt{\Delta_c^2/4+\delta_s^2}$ one has $\cos2\theta=\Delta_c/2R$ and $\sin2\theta=\delta_s/R$, so $\delta_s\tan\theta=\delta_s(1-\cos2\theta)/\sin2\theta=R-\Delta_c/2$ and
$$E_c=\tfrac12(E_{c\Gamma}+E_{cX})-\sqrt{\Delta_c^2/4+\delta_s^2}.$$
The orthogonal partner is $|c'\rangle=\cos\theta|s\Gamma\rangle+\sin\theta|sX\rangle$. For the upper state of $H^p$ write $|v\rangle=\cos\varphi|p\Gamma\rangle+\sin\varphi|pX\rangle$. The rows give $E_v=E_{v\Gamma}+\delta_p\tan\varphi$ and $E_v=E_{vX}+\delta_p\cot\varphi$, whose difference is $\Delta_v=\delta_p(\cot\varphi-\tan\varphi)$, so $\tan2\varphi=2\delta_p/\Delta_v$.

The exact decomposition has two terms, Γ with $+iP$ and X with $-iP$:
$$M_{cv}=(-\sin\theta)(iP)\cos\varphi+\cos\theta\,(-iP)\sin\varphi=-iP\sin(\theta+\varphi),$$
$$M_{c'v}=\cos\theta\,(iP)\cos\varphi+\sin\theta\,(-iP)\sin\varphi=+iP\cos(\theta+\varphi).$$
Four facts follow. First, $|M_{cv}|^2+|M_{c'v}|^2=P^2$: what the folded line has, the direct line has lost. The potential redistributes $|M|^2$ and creates none. Second, $W_c(\Gamma)=\sin^2\theta$ and $W_v(X)=\sin^2\varphi$. Third, for small angles $\theta\simeq\delta_s/\Delta_c$ and $\varphi\simeq\delta_p/\Delta_v$, which reproduces $M^{(1)}$ with its sign. Fourth, $M_{cv}$ vanishes exactly when $\varphi=-\theta$, that is when $\delta_p/\Delta_v=-\delta_s/\Delta_c$, although both states are then mixed.

Numbers, for $\delta_s=\delta_p=0.05$ eV. The ratios are $x=\delta_s/\Delta_c=0.1250$ and $y=\delta_p/\Delta_v=0.0125$, so the conduction path is ten times the valence path. The angles are $\theta=\frac12\arctan0.25=0.12249$ rad and $\varphi=\frac12\arctan0.025=0.01250$ rad. The weights are $W_c(\Gamma)=0.01493$ and $W_v(X)=0.000156$: the lowest conduction state is about 98.5% X. The gap is $2.0-\delta_s\tan\theta-\delta_p\tan\varphi=1.9932$ eV. Then
$$\frac{|M_{cv}|^2}{P^2}=\sin^2(0.12249+0.01250)=0.01811,\qquad |M_{cv}|=0.9\sqrt{0.01811}=0.1211\ \text{eV nm},$$
$$f=\frac{21.26\times0.01811}{1.9932}=0.193,\qquad \frac{f}{f_{\rm host}}=\frac{0.1932}{8.858}=0.0218 .$$
The ratio of oscillator strengths exceeds the ratio of $|M|^2$ by the factor $2.4/1.9932$, because $f$ carries $1/E_{cv}$. The direct line moves to 2.4055 eV and keeps $|M|^2/P^2=0.98189$ and $f=8.68$. So the strong absorption still begins near 2.4 eV, and the folded edge 0.41 eV lower has about 2% of the host's direct strength.

The first-order value is $(0.1250+0.0125)^2=0.01891$, which is 4.4% above the exact 0.01811. The difference is the next term of the series. From $\frac12\arctan2x=x-\frac43x^3+\dots$ and $\sin z=z-z^3/6+\dots$,
$$\sin(\theta+\varphi)\simeq(x+y)\left[1-\frac43\,\frac{x^3+y^3}{x+y}-\frac{(x+y)^2}{6}\right].$$
Squaring doubles the small terms, giving corrections of $-0.038$ and $-0.006$ relative to the first-order value, together $-0.044$. On the same denominator the exact result gives $0.01811/0.01891-1=-0.042$, and the remainder comes from higher orders. For the cancellation, $\delta_p=-\delta_s\Delta_v/\Delta_c=-0.50$ eV, and diagonalisation gives $|M|^2/P^2=1.2\times10^{-31}$, zero to rounding error. The $\sin^2$ and $\cos^2$ forms, their sum, the weight $\sin^2\theta$ and $E_c$ are tested on six parameter sets that include opposite signs and $\Delta_c=0$, and the cancellation is tested separately.

### Where the transition does become strong

The small parameter is $V_Q/\Delta$, not $V_Q$. Lowering $t_1$ at fixed $\delta_s=\delta_p=0.05$ eV brings the Γ and X conduction levels together:

| $\Delta_c$ (eV) | $\theta$ (rad) | $\lvert M\rvert^2/P^2$ |
|---|---|---|
| 0.40 | 0.1225 | 0.0181 |
| 0.20 | 0.2318 | 0.0585 |
| 0.10 | 0.3927 | 0.1554 |
| 0.00 | 0.7854 | 0.5125 |

At $\Delta_c=0$, $\tan2\theta$ diverges and $\theta=\pi/4$ for any $\delta_s>0$, however small. Then $\sin^2(\pi/4+\varphi)=\frac12(1+\sin2\varphi)=\frac12(1+0.025)=0.5125$. The first-order formula diverges there and must not be used. The exact result says that the two levels share the direct strength about equally. For $\Delta_c<0$ the lowest conduction state is Γ-like already in the host, and as long as the valence mixing is weak ($|\delta_p|\ll\Delta_v$) the transition is strong because the host is direct. A large valence mixing of opposite sign can still weaken it through $\sin^2(\theta+\varphi)$. In the doubled cell, where $V_Q$ is the only non-uniform component of the potential, a strong lowest line therefore needs $|V_Q|\gtrsim\Delta_c$ (or the corresponding condition in the valence band): the host must be nearly direct, or the potential so strong that one of the edge states becomes a substantial mixture of Γ and X. For $\Delta_c>0$ the lowest conduction state still keeps at least half of its weight at X, since $|\theta|\le\pi/4$. In neither case is the folding responsible for the strength.

### Longer periods and the parity of the layer width

Take $m$ sites with $V=+\delta$ ($n=0,\dots,m-1$) followed by $m'$ sites with $V=-\delta$, with $N=m+m'$ even and the same profile for $s$ and $p$. A run of alternating signs sums to zero if its length is even and to its first term if its length is odd. Since $N$ is even, $m$ and $m'$ are both odd or both even. For odd widths the first run gives $+1$, and the second starts at $(-1)^m=-1$ and gives $-1$, so
$$V_Q=\frac{(+\delta)(+1)+(-\delta)(-1)}{N}=\frac{2\delta}{N},\qquad \frac{|M|^2}{P^2}\simeq\frac{4\delta^2}{N^2}\left(\frac1{\Delta_c}+\frac1{\Delta_v}\right)^2 .$$
The interior of each layer cancels, so the mixing does not grow with thickness, while the normalisation spreads the states over $N$ sites. This formula is tested at weak $\delta$ for $(m,m')=(1,1),(1,3),(3,3),(3,5),(5,5)$.

For even widths $V_Q=0$, and a symmetry makes the zero exact. Let $R$ map site $n$ to $m-1-n$, with $s\to s$ and $p\to-p$. It maps each layer onto itself modulo $N$, so it commutes with $V$. It commutes with $H_0$: the element $\langle s_n|H_0|p_{n+1}\rangle=t_{sp}$ goes to the element between $s_{n'}$ and $-p_{n'-1}$, with $n'=m-1-n$, which is $-(-t_{sp})=t_{sp}$, and the other hoppings are symmetric in direction. It sends $x$ to a constant minus $x$, so $R^\dagger\hat DR=-\hat D$. For states of parities $\pi_c,\pi_v$,
$$M=-\langle c|R^\dagger\hat DR|v\rangle=-\pi_c\pi_v\,M .$$
At $\delta=0$ the valence state $p\Gamma$ has equal amplitudes on all sites and takes only the orbital sign, so $\pi_v=-1$. The state $sX$ has amplitudes $(-1)^n$, which go to $(-1)^{m-1-n}=(-1)^{m-1}(-1)^n$, so $\pi_c=(-1)^{m-1}$. A non-degenerate level has parity $\pm1$ and varies continuously with $\delta$, so it keeps its parity. For odd $m$ the mirror passes through a site, $\pi_c\pi_v=-1$, and the transition is allowed. For even $m$ the mirror cuts a bond, both states are odd, and $M=-M=0$ to all orders in $\delta$, as long as the level derived from $sX$ remains the lowest conduction level and the one derived from $p\Gamma$ the highest valence level. The commutation relations, the parities and the vanishing or non-vanishing of $M$ are tested for $m=m'=1$ to 5 at $\delta=0.2$ eV.

If $V_Q=0$ but there is no such mirror, return to the exact sum over $j$. The Γ component of $c$ has no first-order part and can first arise in second order, through an intermediate $k_j$. The same holds for the X component of $v$. At every other $k_j$ both $c_j$ and $v_j$ are of first order, and their product is of second order. So $M=O(\delta^2)$ and $f=O(\delta^4)$, with the fourth power realised when the second-order coefficient is not zero. The profile $\delta\,(1,2,0,-1,-1,-1)$ has alternating sum $1-2+0+1-1+1=0$. It has no mirror, because the value 2 occurs once, so a mirror would have to fix that site and exchange its neighbours, which are 1 and 0.

Conversely, a small imperfection lifts the parity zero. Set the last site of the first layer of (4,4) to zero, giving $\delta\,(1,1,1,0,-1,-1,-1,-1)$, a crude model of an intermixed interface repeated in every period. The change is $-\delta$ at $n=3$, where $(-1)^n=-1$, so $V_Q=\delta/8$.

Results at $\delta=0.05$ eV, where $1/\Delta_c+1/\Delta_v=2.75$ eV$^{-1}$:

| cell | $V_Q$ (eV) | first order | exact | $f$ |
|---|---|---|---|---|
| (1,1) | 0.05000 | 1.891e-2 | 1.811e-2 | 0.193 |
| (2,2) | 0 | 0 | 2e-31 | 2e-30 |
| (3,3) | 0.01667 | 2.101e-3 | 2.086e-3 | 0.0222 |
| (4,4) | 0 | 0 | 3e-29 | 3e-28 |
| (5,5) | 0.01000 | 7.562e-4 | 7.492e-4 | 0.00798 |
| mixed | 0.00625 | 2.954e-4 | 2.794e-4 | 0.00297 |
| skew | 0 | 0 | 1.262e-6 | 1.34e-5 |

The third and fourth columns are $|M|^2/P^2$. As a check, (3,3) has $(0.01667\times2.75)^2=2.10\times10^{-3}$, and the mixed cell has $(0.00625\times2.75)^2=2.95\times10^{-4}$. The entries for (2,2) and (4,4) are rounding error. All seven cells show a direct gap between 1.993 and 1.999 eV in the band plot, while $f$ ranges from 0.19 to zero, against 8.86 for the host's direct line. The log–log slopes of $|M|^2$ against $\delta$, between $\delta=5\times10^{-4}$ and $10^{-3}$ eV, are 2.000 for (3,3), 1.999 for the mixed cell and 3.999 for the skew cell, and the program asserts their agreement with 2, 2 and 4.

The first-order value exceeds the exact one by 0.7% for (3,3) and 0.9% for (5,5), but by 5.7% for the mixed cell, each relative to the exact value, although the mixed cell has the smallest nonzero $V_Q$. For an $(m,m)$ cell, a shift by $m$ sites turns $V$ into $-V$ and cannot change $|M|^2$, so $|M|^2$ is even in $\delta$ and the relative correction starts at $\delta^2$. A constant added equally to $s$ and $p$ does not affect $|M|^2$, so the mean $-\delta/8$ of the mixed profile may be removed. It then takes the values $9\delta/8$, $\delta/8$ and $-7\delta/8$ and cannot be shifted or reflected into its negative, so a relative correction linear in $\delta$ is allowed: the second-order amplitude can interfere with the small first-order one. That this accounts for the 5.7% is a conjecture, since the second-order term was not computed.

The $1/N^2$ law has a second condition besides $|V_Q|\ll\Delta_c,\Delta_v$. Perturbation theory also divides by $E_c(X\pm2\pi/Na)-E_{cX}$, and by the analogous valence spacing at Γ. Near a parabolic extremum these fall as $1/N^2$, while the lowest Fourier components of a square wave do not fall with $N$. For thick layers the states therefore become confined envelopes, and $2\delta/N$ no longer gives the amplitude. One exact relation survives. Project the eigenvalue equation on $s\Gamma$, where $H_0$ is diagonal:
$$(E_c-E_{c\Gamma})\,c_{s\Gamma}=\frac1{\sqrt N}\sum_nV^s_n\,\psi^c_{sn}.$$
Cauchy–Schwarz on the right side, with $\sum_n|\psi^c_{sn}|^2\le1$ and $\frac1N\sum_n(V_n^s)^2=\delta^2$, gives $|c_{s\Gamma}|^2\le\delta^2/(E_{c\Gamma}-E_c)^2$ for any $N$. This bounds the $s\Gamma$ weight only. It does not bound the terms of $M$ at intermediate $k_j$, and the thick-layer regime is not computed here.

### Two ways to check a calculated band structure

Let $H(K)$ be the supercell Bloch matrix with phases $e^{iKda}$ on the hoppings, so that $\partial_KH$ is the matrix of $\hat D$, and let $u_\mu(K)$ be its eigenvectors. Differentiating $Hu_v=E_vu_v$ gives $(\partial_KH)u_v+H\,\partial_Ku_v=E_v'u_v+E_v\,\partial_Ku_v$. Projecting on $u_c$, which is orthogonal to $u_v$, leaves $M+E_c\langle u_c|\partial_Ku_v\rangle=E_v\langle u_c|\partial_Ku_v\rangle$, so
$$|M|=E_{cv}\,|\langle u_c|\partial_Ku_v\rangle| .$$
Besides the energy difference $E_{cv}$, this needs only eigenvectors at neighbouring $K$. For the (1,1) cell the finite-difference overlap gives 0.12112 eV nm, equal to the value from the velocity matrix at the digits shown, and it is this overlap that the $\sin^2$ formula is tested against.

The band curvature gives a sum rule that the matrix elements must satisfy. Expand $H(K)=H+K\,\partial_KH+\frac12K^2\,\partial_K^2H$ about $K=0$ and treat the last two terms as a perturbation of a non-degenerate level. The $K^2$ term of the energy is the expectation value of $\frac12\partial_K^2H$ plus the second-order shift from $\partial_KH$. That shift follows from the first-order state found earlier as $\langle v|\partial_KH|1\rangle=\sum_{\mu\ne v}|M_{\mu v}|^2/(E_v-E_\mu)$. Doubling the coefficient of $K^2$,
$$E_v''=\langle v|\partial_K^2H|v\rangle+2\sum_{\mu\ne v}\frac{|M_{\mu v}|^2}{E_v-E_\mu}.$$
This is tested against finite differences of the eigenvalue on the strong random potentials. A conduction level contributes $-2|M|^2/E_{cv}=-(\hbar^2/m_e)f$. In the continuum $\partial_K^2H=\hbar^2/m_e$, and the relation becomes $m_e/m^*_v=1-\sum_\mu f_{\mu v}$, so $f$ near 9 is no contradiction and goes with a light hole mass. In the (1,1) cell the folded and the direct level contribute to the valence curvature in the ratio $0.1932/8.678=0.022$. Apart from the term $\langle v|\partial_K^2H|v\rangle$, which in this cell equals $-2t_pa^2\cos2\varphi$ and changes only slightly with the valence mixing, the curvature fixes only the sum over levels, which here is $0.1932+8.678=8.871$ against $8.858$ in the host. Because $|M_{cv}|^2+|M_{c'v}|^2=P^2$, moving a fraction $s$ of $P^2$ from the direct to the folded level, with the level energies held fixed, changes the conduction contribution only by the relative amount $s\,(E_{c'v}/E_{cv}-1)$. At $\Delta_c=0$ the lowest line holds half the strength, but the two levels are only $2\delta_s=0.1$ eV apart, so this change is small. The curvature therefore checks a set of computed matrix elements. It does not by itself distinguish a pseudo-direct line from a strong one.

For a three-dimensional stack such as yours, the translation argument, the sum over host wave vectors and the general first-order formula carry over, the last with degenerate perturbation theory where edge states are degenerate. Only valleys that differ from Γ by a superlattice reciprocal vector are folded there, and which layer widths are forbidden depends on the actual space group, which has to be worked out for that structure. When the static mixing is small or forbidden, phonon-assisted processes, left out here, have to be compared with it.

The program that performs the tests named above, and its output, follow below.

## Values computed for the example and the checks

```
a = 0.3 nm; es = 3.2, t1 = 0.1, t2 = 0.5 eV
ep = -2.0, tp = 1.0, tsp = 1.5 eV; ds = dp = 0.05 eV
hbar^2/2m = 0.038100 eV nm^2
EvG = 0.000, EvX = -4.000, EcG = 2.400, EcX = 2.000 eV
indirect gap = 2.000 eV, direct gap = 2.400 eV
Dc = 0.400 eV, Dv = 4.000 eV
P = 0.900 eV nm, P^2/(hbar^2/2m) = 21.260 eV
host direct f = 8.8583
pure folding N=2: |M| = 1.3e-17 eV nm
(1,1): ds/Dc = 0.1250, dp/Dv = 0.0125
(1,1): theta = 0.12249 rad, phi = 0.01250 rad
(1,1): W_c(Gamma) = 0.01493, W_v(X) = 0.000156
(1,1) folded: E = 1.99322 eV, |M| = 0.12112 eV nm
(1,1) folded: |M| from overlap = 0.12112 eV nm
(1,1) folded: sin^2(theta+phi) = 0.01811
(1,1) folded: f = 0.1932, f/f_host = 0.02181
(1,1) direct: E = 2.40553 eV, |M|^2/P^2 = 0.98189, f = 8.6779
(1,1) dp = -0.50 eV: |M|^2/P^2 = 1.2e-31
cell: VQ (eV), E_cv (eV), |M|^2/P^2 exact, first order, f
(1,1): 0.05000, 1.9932, 1.811e-02, 1.891e-02, 1.932e-01
(2,2): 0.00000, 1.9988, 1.952e-31, 0.000e+00, 2.076e-30
(3,3): 0.01667, 1.9977, 2.086e-03, 2.101e-03, 2.220e-02
(4,4): 0.00000, 1.9976, 3.042e-29, 0.000e+00, 3.237e-28
(5,5): 0.01000, 1.9965, 7.492e-04, 7.562e-04, 7.978e-03
(4,4) mixed: 0.00625, 1.9978, 2.794e-04, 2.954e-04, 2.974e-03
skew N=6: 0.00000, 1.9978, 1.262e-06, 0.000e+00, 1.342e-05
mixed profile / delta = [1.0, 1.0, 1.0, 0.0, -1.0, -1.0, -1.0, -1.0]
skew profile / delta = [1.0, 2.0, 0.0, -1.0, -1.0, -1.0]
(2,2) mirror parity: c = -1, v = -1
(3,3) mirror parity: c = +1, v = -1
log-log slopes: (3,3) 2.000, mixed 1.999, skew 3.999
(1,1) Dc = 0.40 eV: theta = 0.1225 rad, |M|^2/P^2 = 0.0181
(1,1) Dc = 0.20 eV: theta = 0.2318 rad, |M|^2/P^2 = 0.0585
(1,1) Dc = 0.10 eV: theta = 0.3927 rad, |M|^2/P^2 = 0.1554
(1,1) Dc = 0.00 eV: theta = 0.7854 rad, |M|^2/P^2 = 0.5125
```
